# EUV absorption coefficient of a resist from two film thicknesses

## Problem

Two films of the same organic resist, 30 nm and 60 nm thick, are carried by identical thin membranes. Each sample is placed in turn in a beam of extreme-ultraviolet light of wavelength 13.5 nm at normal incidence, and the transmitted power is recorded for the same incident power. The reading for the thick film divided by the reading for the thin film is 0.86.

(a) Neglecting interference, find the absorption coefficient \(\alpha\) of the resist, defined by the decay \(e^{-\alpha z}\) of the light power with depth \(z\).

(b) What fraction of the light would each resist film transmit by itself? What would be found if the thin sample were compared with the open beam and the membrane were forgotten?

(c) Find the imaginary part \(\beta\) of the refractive index of the resist.

(d) Estimate the error made by neglecting interference. Take a silicon nitride membrane 50 nm thick. Write each refractive index as \(n=1-\delta+i\beta\), with the rough typical values \(\delta=0.020\) for the resist, and \(\delta_m=0.027\), \(\beta_m=0.009\) for the membrane.

(e) How well is \(\alpha\) known if the ratio is given to two decimals, the thickness difference of the films is uncertain by 1 nm, and the membranes may differ in thickness by 1 nm?

## Solution

### (a) The absorption coefficient

Let \(I(z)\) be the light power at depth \(z\) in the resist. A thin slice of thickness \(dz\) removes a fraction \(\alpha\,dz\) of the power that reaches it, so

\[
dI=-\alpha I\,dz .
\]

The minus sign expresses the loss, with \(\alpha>0\). If the film is uniform, \(\alpha\) is the same at every depth. Dividing by \(I\) and integrating from the top of the film to its bottom at \(z=d\) gives

\[
\int_{I(0)}^{I(d)}\frac{dI}{I}=-\alpha\int_0^d dz,
\qquad
\ln\frac{I(d)}{I(0)}=-\alpha d,
\qquad
I(d)=I(0)\,e^{-\alpha d}.
\]

The light also crosses the membrane and the surfaces of the sample. If light reflected back and forth inside the sample is neglected, these contribute a factor \(C\) that does not depend on the resist thickness. With \(d_1=30\) nm and \(d_2=60\) nm, the two transmissions are

\[
T_1=C\,e^{-\alpha d_1},\qquad T_2=C\,e^{-\alpha d_2}.
\]

The factor \(C\) is the same in both because the membranes are identical and the films are made of the same material. It cancels in the ratio:

\[
R=\frac{T_2}{T_1}=\frac{C\,e^{-\alpha d_2}}{C\,e^{-\alpha d_1}}
=e^{-\alpha(d_2-d_1)} .
\]

Taking the natural logarithm and dividing by \(-(d_2-d_1)\), we obtain

\[
\boxed{\;\alpha=-\frac{\ln R}{d_2-d_1}\;}
\]

The length in the denominator is the thickness difference, because the first 30 nm of resist are common to both samples. The numbers give

\[
\alpha=-\frac{\ln 0.86}{30\ \text{nm}}
=\frac{0.1508}{0.030\ \mu\text{m}}
=5.03\ \mu\text{m}^{-1},
\]

or about \(5.0\times10^{4}\ \text{cm}^{-1}\). The power falls by a factor \(e\) over \(1/\alpha=199\) nm, much more than either film thickness.

Since the absorption is weak, one might use the linear estimate \(\alpha\approx(1-R)/(d_2-d_1)=0.14/(0.030\ \mu\text{m})=4.67\ \mu\text{m}^{-1}\). This is 7% below the logarithmic result. The reason is visible in the expansion

\[
-\ln R=-\ln[1-(1-R)]=(1-R)+\tfrac12(1-R)^2+\dots
\]

The second term is \(\tfrac12(0.14)^2=0.0098\), which is 7% of the first.

Some data are stated with powers of ten, \(I(d)=I(0)\,10^{-a d}\). Equating the exponents, \(a\ln 10=\alpha\), so the same film has \(a=5.027/2.303=2.18\ \mu\text{m}^{-1}\). A quoted coefficient therefore has to be accompanied by its definition.

### (b) The films alone, and the forgotten membrane

For the thin film without membrane or surfaces, the transmission is

\[
e^{-\alpha d_1}=e^{-0.1508}=0.860 .
\]

It equals the measured ratio because here \(d_2-d_1=d_1\). If the thick film were not exactly twice as thick as the thin one, the two numbers would differ. The thick film transmits \(0.860^2=0.740\). The films thus absorb 14% and 26% of the light that enters them.

The membrane has its own coefficient \(\alpha_m\), which part (c) shows to be \(8.38\ \mu\text{m}^{-1}\). Over \(d_m=50\) nm it transmits \(e^{-0.419}=0.658\), so it absorbs more than either film. A measurement of the thin sample against the open beam would give \(T_1\approx0.658\times0.860=0.566\). If all this loss were assigned to 30 nm of resist, the apparent coefficient would be

\[
-\frac{\ln T_1}{d_1}\approx\alpha+\alpha_m\frac{d_m}{d_1}
=5.03+8.38\times\frac{50}{30}=19.0\ \mu\text{m}^{-1},
\]

nearly four times the correct value. The second sample is what removes the membrane from the problem.

### (c) The imaginary part of the index

Use the time factor \(e^{-i\omega t}\). A wave travelling toward positive \(z\) in a medium of index \(n=1-\delta+i\beta\) has the field

\[
E(z)=E_0\,e^{2\pi i n z/\lambda}
=E_0\,e^{2\pi i(1-\delta)z/\lambda}\,e^{-2\pi\beta z/\lambda},
\]

where \(\lambda\) is the vacuum wavelength and \(i\cdot i\beta=-\beta\) has been used. A positive \(\beta\) therefore means decay. The power is proportional to \(|E|^2\). The first exponential has modulus 1, and squaring the second doubles its exponent:

\[
|E(z)|^2=|E_0|^2e^{-4\pi\beta z/\lambda}
\quad\Longrightarrow\quad
\alpha=\frac{4\pi\beta}{\lambda}.
\]

For the resist,

\[
\beta=\frac{\alpha\lambda}{4\pi}
=\frac{(5.027\times10^{-3}\ \text{nm}^{-1})(13.5\ \text{nm})}{4\pi}
=0.0054 .
\]

For the membrane the same relation gives \(\alpha_m=4\pi(0.009)/(13.5\ \text{nm})=8.38\ \mu\text{m}^{-1}\).

### (d) The neglected interference

Number the media along the beam: 0 for vacuum, 1 for resist, 2 for membrane, 3 for vacuum again. At normal incidence, the amplitude reflected at the boundary from medium \(i\) to medium \(j\) is

\[
r_{ij}=\frac{n_i-n_j}{n_i+n_j},\qquad r_{ji}=-r_{ij}.
\]

All indices are close to 1, so the reflections are weak. For the front surface,

\[
|r_{01}|=\frac{|\delta-i\beta|}{|2-\delta+i\beta|}
\approx\frac{\sqrt{0.020^2+0.0054^2}}{1.98}=0.0105 .
\]

In the same way \(|r_{12}|=0.0040\) and \(|r_{23}|=0.0144\).

Light that is finally transmitted must have been reflected an even number of times. The leading correction to the direct wave comes from the paths with two reflections. Let \(\phi_1=2\pi n_1d/\lambda\) and \(\phi_2=2\pi n_2d_m/\lambda\) be the complex phases for one passage through resist and membrane. Relative to the direct wave, the three echoes are as follows.

- In the resist, the wave reflects at the membrane and then at the front surface. The factor is \(r_{12}r_{10}e^{2i\phi_1}=-r_{01}r_{12}e^{2i\phi_1}\).
- In the membrane, it reflects at the back surface and then at the resist. The factor is \(r_{23}r_{21}e^{2i\phi_2}=-r_{12}r_{23}e^{2i\phi_2}\).
- Across both layers, it reflects at the back and then at the front surface. The factor is \(-r_{01}r_{23}e^{2i(\phi_1+\phi_2)}\). The two extra crossings of the resist/membrane boundary multiply this by \(1-r_{12}^2\), which is set to 1 at this order.

Call the sum of the three \(\varepsilon\). The transmitted amplitude is the direct one times \(1+\varepsilon\), and since \(|\varepsilon|\ll1\),

\[
\ln|1+\varepsilon|^2=\ln\left(1+2\,\mathrm{Re}\,\varepsilon+|\varepsilon|^2\right)
\approx 2\,\mathrm{Re}\,\varepsilon .
\]

Let \(\varepsilon_1\) and \(\varepsilon_2\) belong to the thin and the thick sample. The measured ratio then obeys

\[
\ln R=-\alpha(d_2-d_1)+2\,\mathrm{Re}(\varepsilon_2-\varepsilon_1),
\]

and the formula of part (a) returns a coefficient that is wrong by

\[
\Delta\alpha_{\text{int}}=-\frac{2\,\mathrm{Re}(\varepsilon_2-\varepsilon_1)}{d_2-d_1}.
\]

The membrane echo is the same in both samples and drops out. The other two contain \(e^{2i\phi_1}\). The imaginary part of \(\phi_1\) is \(2\pi\beta d/\lambda=\alpha d/2\), so \(|e^{2i\phi_1}|=e^{-\alpha d}\). Likewise \(|e^{2i\phi_2}|=e^{-\alpha_md_m}\). If all phases conspired to add the echoes in the most harmful way, the error would reach

\[
|\Delta\alpha_{\text{int}}|\le\frac{2|r_{01}|}{d_2-d_1}
\left(|r_{12}|+|r_{23}|e^{-\alpha_md_m}\right)
\left(e^{-\alpha d_1}+e^{-\alpha d_2}\right),
\]

to leading order in the reflections. Numerically,

\[
\frac{2(0.0105)}{0.030\ \mu\text{m}}\,
\bigl[0.0040+0.0144(0.658)\bigr]\,(0.860+0.740)
=0.015\ \mu\text{m}^{-1},
\]

or 0.30% of \(\alpha\).

This estimate can be tested by solving the wave equation for the whole stack, with every multiple reflection included. For the stated thicknesses the transmissions are 0.5655 and 0.4865. Their ratio is 0.86025, from which the simple formula infers \(5.018\ \mu\text{m}^{-1}\) instead of the \(5.027\ \mu\text{m}^{-1}\) put in. To sample other phases, up to 7 nm was added to both films, with their difference held at 30 nm, and independently up to 7 nm to both membranes. The largest error found was \(0.013\ \mu\text{m}^{-1}\), below the bound.

That the bound is not reached has one main cause. An echo phase \(2\phi_1\) turns through a full circle when the resist grows by half a wavelength in the material, \(13.5/(2\times0.98)=6.9\) nm. The 30 nm difference is 4.36 such lengths. The echoes in the thin and thick films would oppose each other fully if this number were a half-integer, and it is not. With a difference of 4.5 such lengths, 31.0 nm, the same scan reaches 98% of the corresponding bound. The last 2% is lost because the thickness added in the scan absorbs the echoes a little more.

The neglect of interference is thus justified here by the weak reflections. The thinness of the films does not help: they absorb little, so the echoes survive. For comparison, suppose two surfaces each had a reflection amplitude of 0.2. One echo could then change \(\ln T\) by about \(2(0.2)^2=0.08\) before attenuation, comparable with the whole signal \(-\ln R=0.151\). The simple formula would then be unsafe.

### (e) Uncertainty of the result

**Reading of the ratio.** Differentiate \(\alpha=-\ln R/(d_2-d_1)\) at fixed thicknesses:

\[
|\Delta\alpha|=\frac{|\Delta R|}{R\,(d_2-d_1)}
=\frac{0.005}{0.86\times0.030\ \mu\text{m}}=0.19\ \mu\text{m}^{-1}.
\]

Here 0.005 is half a step of the last quoted digit. Direct evaluation at \(R=0.865\) and \(R=0.855\) gives 4.83 and \(5.22\ \mu\text{m}^{-1}\). The data therefore support "about 5", and the further digits in part (a) serve the arithmetic.

**Film thickness.** At fixed \(R\), \(\alpha\) is inversely proportional to \(d_2-d_1\). An error of 1 nm in this difference gives, to first order,

\[
|\Delta\alpha|=\alpha\,\frac{1\ \text{nm}}{30\ \text{nm}}=0.17\ \mu\text{m}^{-1}.
\]

An equal error in both film thicknesses leaves the difference unchanged and so cancels, apart from a small change in the interference.

**Membrane mismatch.** Suppose the membrane under the thick film is thicker than the other by \(e\). The ratio acquires an extra factor \(e^{-\alpha_m e}\), where the \(e\) in the exponent is this length. Then \(-\ln R=\alpha(d_2-d_1)+\alpha_m e\), and the inferred coefficient is too high by

\[
\Delta\alpha=\frac{\alpha_m e}{d_2-d_1}
=\frac{8.38\times1}{30}\ \mu\text{m}^{-1}=0.28\ \mu\text{m}^{-1}
\]

for \(e=1\) nm. With this mismatch, the full wave calculation gives an inferred coefficient \(0.27\ \mu\text{m}^{-1}\) above the true one, interference included. For the assumed sizes this is the largest of the three errors. It exceeds the error from an equal uncertainty in the film thickness difference because the membrane absorbs more strongly per nanometre than the resist. Apart from a small remainder due to interference, it can be removed by measuring each membrane before coating and dividing each sample's reading by that of its own bare membrane.

If the three errors are independent, the root of their summed squares is a reasonable measure of their joint size:

\[
\sqrt{0.19^2+0.17^2+0.28^2}\ \mu\text{m}^{-1}\approx0.38\ \mu\text{m}^{-1}.
\]

The answer is then \(\alpha\approx5.0\pm0.4\ \mu\text{m}^{-1}\) for the assumed errors. The interval is a scale of uncertainty and not a strict limit: with all three errors in the same direction, the deviation would be about \(0.64\ \mu\text{m}^{-1}\).

A larger thickness difference \(D=d_2-d_1\) reduces the two thickness errors in proportion to \(1/D\). For the reading error, with \(\Delta R\) held fixed, insert \(R=e^{-\alpha D}\):

\[
|\Delta\alpha|=\Delta R\,\frac{e^{\alpha D}}{D},\qquad
\frac{d}{dD}\frac{e^{\alpha D}}{D}
=\frac{e^{\alpha D}}{D^2}(\alpha D-1).
\]

The derivative is negative for \(D<1/\alpha\) and positive beyond, so the reading error alone is smallest at \(D=1/\alpha=199\) nm. There the reading error would be \(0.005\times2.718\times5.03=0.07\ \mu\text{m}^{-1}\), about a third of its present value. A small difference gives too little signal, and a very large one leaves too little light. The two thickness errors go on falling beyond this point, so the root of the summed squares of all three is smallest at a somewhat larger difference, near 260 nm. The minimum is flat: \(0.080\ \mu\text{m}^{-1}\) there against \(0.084\ \mu\text{m}^{-1}\) at 199 nm.

### Comparison with real films

A coefficient of roughly 4 to 5 \(\mu\text{m}^{-1}\) is typical of organic chemically amplified resists at 13.5 nm, so the result is in the expected range. Resists rich in strongly absorbing metals can have values several times larger. The method also assumes that the resist stays unchanged during the measurement. The light used for the measurement can drive material out of the film. If both films lost 3% of their absorbing matter while the original thicknesses were used, the inferred \(\alpha\) would be 3% below that of the fresh resist.

The two films may also differ in density. If their coefficients are \(\alpha_1\) and \(\alpha_2\), then \(-\ln R=\alpha_2d_2-\alpha_1d_1\), and with \(d_2=2d_1\) the formula returns

\[
\frac{2\alpha_2d_1-\alpha_1d_1}{d_1}=2\alpha_2-\alpha_1 .
\]

This lies outside the interval between the two true values; it is not their average. A thin film with a coefficient 3% below that of the thick one makes the result 3% too high relative to \(\alpha_2\).

Other disturbances are smaller for the conditions considered:

- A tilt of 5°, the same for both samples, lengthens the path in the resist and raises the inferred value by 0.4%. If only one sample is tilted, the longer path in its membrane no longer cancels, and the error can reach about 2%.
- Suppose 1% of the thin-film reading is a background present equally in both readings. The corrected ratio is \((0.86-0.01)/(1-0.01)=0.8586\), and \(\alpha\) becomes \(5.08\ \mu\text{m}^{-1}\), 1% higher.
- A flat source band of 2% full width changes the inferred value by about 0.01%, if the absorption of resist and membrane is taken to vary as \(\lambda^3\) across the band.

The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
thin film thickness: 30 nm
thick film thickness: 60 nm
thickness difference: 30 nm
thick-to-thin transmission ratio: 0.86 (no unit)
minus ln(ratio): 0.1508 (no unit)
absorption coefficient alpha: 5.027 1/um
alpha in other unit: 5.027e+04 1/cm
base-ten coefficient: 2.183 1/um
absorption length 1/alpha: 199 nm
thin film alone transmits: 0.8600 (no unit)
thick film alone transmits: 0.7396 (no unit)
wavelength: 13.5 nm
photon energy: 91.8 eV
resist delta (rough): 0.020 (no unit)
resist beta from alpha: 0.00540 (no unit)
membrane thickness: 50 nm
membrane delta (rough): 0.027 (no unit)
membrane beta (rough): 0.009 (no unit)
membrane alpha: 8.38 1/um
membrane alone transmits: 0.658 (no unit)
thin sample, full wave transmission: 0.5655 (no unit)
thick sample, full wave transmission: 0.4865 (no unit)
full wave ratio: 0.86025 (no unit)
alpha inferred from full wave ratio: 5.018 1/um
wrong alpha, membrane not removed: 19.0 1/um
|r| vacuum/resist: 0.0105 (no unit)
|r| resist/membrane: 0.0040 (no unit)
|r| membrane/vacuum: 0.0144 (no unit)
interference error, largest in scan: 0.0132 1/um
interference error, bound: 0.0151 1/um
interference bound relative to alpha: 0.30 %
half step of last digit of ratio: 0.005 (no unit)
alpha if ratio is half a step higher: 4.83 1/um
alpha if ratio is half a step lower: 5.22 1/um
error from half step of ratio: 0.19 1/um
assumed thickness error, film or membrane: 1 nm
error from film thickness difference: 0.17 1/um
error from membrane mismatch: 0.28 1/um
same mismatch, full wave shift: 0.27 1/um
three errors, root of summed squares: 0.38 1/um
5 degree tilt changes inferred alpha by: +0.40 %
source bandwidth, full width: 2 %
bandwidth changes inferred alpha by: -0.009 %
background in thin-film reading: 1 %
alpha after background removal: 5.08 1/um
resist material lost in both films: 3 %
material loss changes inferred alpha by: -3.0 %
```
